# When Isotropic Elastic Dipoles of Dissolved Hydrogen Do Not Interact

A hydrogen atom dissolved in a metal pushes its neighbours outward and makes the crystal swell. A second hydrogen atom should then prefer a region that has already been stretched, and one may expect the two atoms to attract through the lattice. Whether they do depends on the strain that the first atom produces at a distance. In an infinite isotropic medium that strain changes shapes but not volumes, and a defect that responds only to volume does not feel it.

## The interaction energy

Let $\mathbf u$ be the displacement, $\varepsilon_{ij}=\frac12(\partial_iu_j+\partial_ju_i)$ the strain and $\theta=\varepsilon_{ii}$ the dilatation; repeated indices are summed. Defect $\alpha$ at $\mathbf r_\alpha$ is described by its dipole tensor $P^\alpha_{ij}$, the first moment of the forces it exerts on the host. These forces do the work $L_\alpha(\mathbf u)=P^\alpha_{ij}\varepsilon_{ij}(\mathbf r_\alpha)$. The host has the same elastic constants $C_{ijkl}$ everywhere, and its strain energy is $\frac12B(\mathbf u,\mathbf u)$ with the symmetric form

$$B(\mathbf u,\mathbf v)=\int \varepsilon_{ij}(\mathbf u)\,C_{ijkl}\,\varepsilon_{kl}(\mathbf v)\,d^3r. \tag{1}$$

At fixed defect positions the medium minimises $\frac12B(\mathbf u,\mathbf u)-L(\mathbf u)$, where $L=L_1+L_2$. A small variation $\mathbf v$ must leave this unchanged to first order, so

$$B(\mathbf u,\mathbf v)=L(\mathbf v)\quad\text{for every admissible }\mathbf v. \tag{2}$$

Setting $\mathbf v=\mathbf u$ gives the minimum $F=-\frac12L(\mathbf u)$. By linearity $\mathbf u=\mathbf u_1+\mathbf u_2$, each part produced by one defect. The terms of $F$ that contain both defects are $-\frac12[L_1(\mathbf u_2)+L_2(\mathbf u_1)]$. By (2), $L_1(\mathbf u_2)=B(\mathbf u_1,\mathbf u_2)=L_2(\mathbf u_1)$, and therefore

$$E_{12}=-P^2_{ij}\,\varepsilon^1_{ij}(\mathbf r_2). \tag{3}$$

Here the upper 1 and 2 are labels. The self-energies, which diverge for point defects, do not enter. For an isotropic dipole $P^2_{ij}=P_2\delta_{ij}$ this becomes $E_{12}=-P_2\theta_1(\mathbf r_2)$: the second atom gains energy only from dilatation.

## The field of an isotropic dipole

Put defect 1 at the origin. Its work $P_1\nabla\!\cdot\mathbf u(0)$ equals $\int\mathbf f\cdot\mathbf u\,d^3r$ with $\mathbf f=-P_1\nabla\delta(\mathbf r)$, as integration by parts shows. For an isotropic medium with Lamé constants $\lambda,\mu$, equilibrium requires

$$(\lambda+\mu)\nabla(\nabla\!\cdot\mathbf u)+\mu\nabla^2\mathbf u=P_1\nabla\delta(\mathbf r). \tag{4}$$

The source is a gradient, so try $\mathbf u=\nabla\psi$. Both terms on the left are then multiples of $\nabla(\nabla^2\psi)$, with total factor

$$M=\lambda+2\mu=K+\tfrac43\mu, \tag{5}$$

because the bulk modulus is $K=\lambda+\frac23\mu$. Removing the common gradient leaves a constant, which is zero for a field that decays at infinity. Hence $\nabla^2\psi=(P_1/M)\delta(\mathbf r)$, and since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$,

$$\psi=-\frac ar,\qquad \mathbf u=\frac{a\,\mathbf r}{r^3},\qquad a=\frac{P_1}{4\pi M}. \tag{6}$$

Differentiating $ax_ir^{-3}$ gives, with $\mathbf n=\mathbf r/r$ and $r\ne0$,

$$\varepsilon_{ij}=\frac{a}{r^3}(\delta_{ij}-3n_in_j). \tag{7}$$

The radial strain is $-2a/r^3$ and each of the two tangential strains is $+a/r^3$. A shell pushed outward is stretched along its surface and thinned across it, and the two changes cancel in the volume. Including the origin, $\theta_1=\nabla^2\psi=(P_1/M)\delta(\mathbf r)$, so that

$$\boxed{E_{12}(\mathbf r)=-\frac{P_1P_2}{M}\,\delta(\mathbf r)} \tag{8}$$

At every finite separation the energy is zero, and so is the force. If the dipoles are spread over densities $p_1,p_2$, superposition gives $-\frac1M\int p_1p_2\,d^3r$, which still vanishes unless the densities overlap. The contact term says little about real hydrogen pairs, since continuum theory fails where defect cores overlap.

The result rests on an infinite, homogeneous, isotropic, linear medium and on isotropic point dipoles. Each condition can now be relaxed in turn. None of the relaxations guarantees attraction in every geometry.

## A dipole that is not isotropic

Let defect 2 have $P^2_{ij}=P_2\delta_{ij}+D_{ij}$ with $D_{ii}=0$. Inserting (7) in (3), the isotropic part drops out and

$$E_{12}=-\frac a{r^3}(D_{ii}-3n_iD_{ij}n_j)=\frac{3a}{r^3}\,n_iD_{ij}n_j. \tag{9}$$

The medium is still isotropic, infinite and linear, yet there is an interaction. A list of causes restricted to anisotropy of the medium, boundaries and nonlinearity would miss it. Because $D$ is traceless, the average of (9) over directions is zero.

## A cubic crystal

Write $\mathbf u(\mathbf r)=\int\frac{d^3k}{(2\pi)^3}\mathbf u(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$ and let $\hat{\mathbf k}=\mathbf k/k$. With $\Gamma_{ik}=C_{ijkl}\hat k_j\hat k_l$, equilibrium reads $k^2\Gamma\mathbf u(\mathbf k)=-iP\mathbf k$. The dilatation is $i\mathbf k\cdot\mathbf u(\mathbf k)=Pg(\hat{\mathbf k})$, and for two equal dipoles

$$E(\mathbf r)=-P^2\!\int\!\frac{d^3k}{(2\pi)^3}\,g(\hat{\mathbf k})e^{i\mathbf k\cdot\mathbf r},\qquad g=\hat{\mathbf k}\cdot\Gamma^{-1}\hat{\mathbf k}. \tag{10}$$

In an isotropic medium $\Gamma\hat{\mathbf k}=M\hat{\mathbf k}$, so $g=1/M$ and (8) returns. In a crystal $g$ depends on direction. Averaging (10) over the directions of $\mathbf r$ replaces the exponential by $\sin(kr)/(kr)$, which does not contain $\hat{\mathbf k}$. Then $g$ can be replaced by its mean $\bar g$, and the result is $-P^2\bar g\,\delta(\mathbf r)$. The angular mean therefore vanishes at finite $r$: if a crystal makes some directions attractive, it makes others repulsive.

For the value in a given direction, let $c=\hat{\mathbf k}\cdot\mathbf n$ and let $\phi$ be the azimuth of $\hat{\mathbf k}$ about $\mathbf n$. Since $g$ is even, the $k$ integral may be extended to negative $k$ and halved: $\frac12\int_{-\infty}^{\infty}k^2e^{ikrc}dk=-\pi\delta''(rc)=-\pi\delta''(c)/r^3$. Integrating twice by parts over $c$,

$$E(\mathbf r)=\frac{P^2}{8\pi^2r^3}\int_0^{2\pi}\!d\phi\,\frac{\partial^2g}{\partial c^2}\Big|_{c=0}. \tag{11}$$

A closed form exists for weak anisotropy. In a cubic crystal, with no sum over $i$ in the last term,

$$\Gamma_{ij}=C_{44}\delta_{ij}+(C_{12}+C_{44})\hat k_i\hat k_j+d\,\hat k_i^2\delta_{ij},\quad d=C_{11}-C_{12}-2C_{44}. \tag{12}$$

Expand $\Gamma^{-1}$ about an isotropic $\Gamma_0$. Because $\Gamma_0^{-1}\hat{\mathbf k}=\hat{\mathbf k}/M$, first order gives $g\simeq1/M-(\hat{\mathbf k}\cdot\Gamma\hat{\mathbf k}-M)/M^2$. From (12), $\hat{\mathbf k}\cdot\Gamma\hat{\mathbf k}=C_{12}+2C_{44}+d\sum\hat k_i^4$, and the mean of $\sum\hat k_i^4$ is $3/5$. Choose $M$ as the mean, $(3C_{11}+2C_{12}+4C_{44})/5$. This is $K+\frac43\mu$ with $K=(C_{11}+2C_{12})/3$ and the Voigt average $\mu=(C_{11}-C_{12}+3C_{44})/5$. Then

$$g\simeq\frac1M-\frac d{M^2}Q(\hat{\mathbf k}),\qquad Q(\mathbf n)=\sum_in_i^4-\tfrac35. \tag{13}$$

To transform $Q$, use the polynomial $H(\mathbf k)=k^4Q(\hat{\mathbf k})=\sum k_i^4-\frac35k^4$, which satisfies $\nabla^2H=0$. The transform of $1/k^4$ is $-r/8\pi$ up to terms that $H(\nabla)$ removes, because $\nabla^2r=2/r$ and $\nabla^2\nabla^2r=-8\pi\delta$. Four factors $k_j\to-i\partial_j$ give a plus sign, so the transform of $Q$ is $H(\nabla)(-r/8\pi)$. Each derivative of a radial function gives $\partial_if=x_i\mathcal Df$ with $\mathcal D=r^{-1}d/dr$. Terms in which a later derivative acts on an $x_i$ contain $\delta_{ij}$ and vanish, since $H$ is traceless. Thus

$$H(\nabla)f(r)=H(\mathbf r)\,\mathcal D^4f. \tag{14}$$

For $f=r$ the successive results are $r^{-1},-r^{-3},3r^{-5},-15r^{-7}$. The transform of $Q$ is $15Q(\mathbf n)/(8\pi r^3)$, and

$$E(\mathbf r)\simeq\frac{15P^2d}{8\pi M^2r^3}\,Q(\mathbf n). \tag{15}$$

$Q$ equals $2/5$ along $\langle100\rangle$, $-1/10$ along $\langle110\rangle$ and $-4/15$ along $\langle111\rangle$. For $d<0$, to this order, the cube axes attract and the body diagonals repel.

## Boundaries

In a finite body of volume $V$ the field is (6) plus an image field that satisfies the surface condition. At a free surface the uniform expansion $\mathbf v=\mathbf r$ is admissible in (2). Its strain is $\delta_{ij}$ and its stress is $3K\delta_{ij}$, so (2) becomes $3K\int\theta_1dV=3P$, or

$$\Delta V=\int\theta_1\,dV=\frac PK, \tag{16}$$

wherever the atom sits and whatever the shape of the body. The infinite-medium field supplies $P/M$ of this through its delta function. The image field supplies the rest. The delta function acts only at contact and is left out of the pair energies below. If the second atom is equally likely to be anywhere else in the body, the mean pair energy is

$$\bar E_{\rm free}=-\frac{P^2}{V}\left(\frac1K-\frac1M\right). \tag{17}$$

Since $M>K$ for $\mu>0$, it is negative. If the surface is clamped, the total volume change is zero, the image must supply $-P/M$, and

$$\bar E_{\rm clamped}=+\frac{P^2}{MV}. \tag{18}$$

A boundary can thus produce either sign.

For an atom at the centre of a ball of radius $R$ the field is $u_r=a/r^2+br$. The radial stress is $-4\mu a/r^3+3Kb$. A free surface requires $3Kb=4\mu a/R^3$, and a clamped one requires $b=-a/R^3$. The image dilatation $3b$ is uniform, so the pair energy does not depend on where the second atom is. That atom feels no force from the central one, although the energy is lowered or raised. The force on the central atom is a separate matter: it requires the energy after that atom has moved off centre.

## Finite reach of the forces

A real defect pushes on atoms at a finite distance. As a model, take three force pairs along the cube axes, with forces $\pm P/2h$ at $\pm h$, in an isotropic medium. The transform of the force is $f_j=-i(P/h)\sin k_jh\simeq-iP(k_j-k_j^3h^2/6)$. The response $G$ to a force obeys $G\mathbf k=\mathbf k/(Mk^2)$, so to order $h^2$

$$\mathbf f^*\!\cdot G\mathbf f=\frac{P^2}M\left(1-\frac{h^2}3\sum_j\frac{k_j^4}{k^2}\right). \tag{19}$$

The energy is minus the transform of this. The first term is the contact term. In the second, $1/k^2$ transforms to $1/4\pi r$. Away from the origin $\nabla^2(1/r)=0$, so $\sum\partial_j^4$ may be replaced by $H(\nabla)$. Equation (14) with $\mathcal D^4r^{-1}=105r^{-9}$ gives

$$E(\mathbf r)\simeq\frac{35P^2h^2}{4\pi Mr^5}\,Q(\mathbf n). \tag{20}$$

Direct summation over all pairs of point forces along $\langle100\rangle$ gives $EMr^3/P^2=0.0141$, $0.00127$ and $0.000112$ at $r/h=10$, 30 and 100. The $r^{-3}$ interaction is absent, and what remains approaches the $1.11(h/r)^2$ of (20).

## Nonlinearity

Replace the strain by the finite strain $\varepsilon+\frac12\varepsilon^2$, valid here because $\mathbf u$ is a gradient, and add the cubic energy density of an isotropic solid. Outside the cores $\theta=0$, so every cubic term with a factor $\theta$ drops out. The rest is $(\mu+A/3)\,{\rm Tr}\,\varepsilon^3$, where $A/3$ is the coefficient of the cubed-strain trace in the elastic energy. To first order the energy shift is this term evaluated on the linear fields. Its two-defect part contains $3\,{\rm Tr}(\varepsilon_1^2\varepsilon_2+\varepsilon_1\varepsilon_2^2)$.

Let $s$ be the distance from defect 1 and $\rho$ that from defect 2, and take equal dipoles. From (7), $S=\varepsilon_1^2$ has components $a^2(\delta_{ij}+3n_in_j)/s^6$, with $\partial_iS_{ij}=-18a^2n_j/s^7$ and $\partial_i\partial_jS_{ij}=90a^2/s^8$. Also $\varepsilon_2=-a\,\partial_i\partial_j(1/\rho)$. Integrate by parts outside a small sphere $s=c$. The mean of $1/\rho$ over a sphere about defect 1 is $1/r$ for $s<r$ and $1/s$ for $s>r$, so

$$\int S_{ij}\partial_i\partial_j\frac1\rho\,d^3r=-\frac{72\pi a^2}{c^5r}+360\pi a^2\left[\frac{c^{-5}-r^{-5}}{5r}+\frac1{6r^6}\right]=-\frac{12\pi a^2}{r^6}. \tag{21}$$

The first term is the surface contribution; the other surface integral vanishes because $1/\rho$ has no net flux through the small sphere. Multiplying by $-a$ gives $12\pi a^3/r^6$. This includes the delta function $\frac{4\pi a}3\delta_{ij}\delta$ in the core of defect 2, which contributes $\frac{4\pi a}3{\rm Tr}\,S=8\pi a^3/r^6$. Outside the cores $4\pi a^3/r^6$ is left. The other product gives the same, and

$$E_{\rm nl}=24\pi\left(\mu+\frac A3\right)\frac{a^3}{r^6}. \tag{22}$$

Direct quadrature of the two products reproduces their sum, $8\pi a^3/r^6$. Nonlinear cores add terms with the same power of $r$, so (22) sets a size and does not fix the sign. A defect that changes the local stiffness also responds to the square of the shear strain, again as $r^{-6}$.

## Hydrogen in tantalum

Take rough typical values for tantalum: $C_{11},C_{12},C_{44}=260,160,80$ GPa, lattice parameter 0.33 nm, and a volume change of 0.0028 nm³ per hydrogen atom. Then $K=193$ GPa, $\mu=68$ GPa, $M=284$ GPa and $d=-60$ GPa. By (16),

$$P=K\Delta V=(1.933\times10^{11}\ {\rm Pa})(2.8\times10^{-30}\ {\rm m^3})=5.41\times10^{-19}\ {\rm J},$$

or 3.38 eV, and $a=1.52\times10^{-4}$ nm³. At $r=2$ nm the radial strain is $-3.79\times10^{-5}$ and each tangential strain is $1.90\times10^{-5}$; their sum is zero. The natural energy scale is $P^2/(Mr^3)=805$ µeV, and the ideal medium uses none of it.

Cubic anisotropy restores a few per cent. Equation (15) gives $0.597\times(-0.211)\times0.4\times805=-40.6$ µeV along $\langle100\rangle$. The full integral (11) gives:

| Direction | First order (µeV) | Full (µeV) |
|---|---:|---:|
| $\langle100\rangle$ | −40.6 | −33.1 |
| $\langle110\rangle$ | 10.2 | 17.9 |
| $\langle111\rangle$ | 27.1 | 34.6 |

The first-order law has the right signs in these three directions, but its error relative to the full value reaches 43 % along $\langle110\rangle$. The full values are higher by about 7.5 µeV in all three directions. Since both angular means vanish, they must be lower in some others.

The remaining effects are estimated from simple models. An assumed 5 % difference between the axial and transverse components of one dipole gives $+6.4$ µeV along its axis and $-3.2$ µeV across it. For the reach of the forces take $h=0.184$ nm, the distance from a tetrahedral site to the nearest metal atom. Equation (20) then gives $+7.6$ µeV along $\langle100\rangle$. This value belongs to the model of three force pairs in an isotropic medium, and at $r/h=10$ the direct sum already exceeds the leading term by about a quarter. A real tetrahedral site has four nearest neighbours in other directions and no inversion centre. Between two sites of different orientation, whether inverted or with another axis, the reach term then begins at $r^{-4}$. Depending on the sites, the direction and how the forces are shared among the neighbours, it can amount to tens of µeV at 2 nm or even about a hundred, as much as the cubic anisotropy gives or more. With an assumed $A=-10\mu$, (22) gives $-0.004$ µeV.

For a ball of radius 10 nm, $V=4189$ nm³. The clamped image energy is $805\times8/4189=1.54$ µeV, and the free one is $-1.54\times(284/193.3-1)=-0.72$ µeV. A finite-element calculation with one source at the centre and the other spread over a shell at $0.6R$ also gives $-0.721$ µeV for the free ball.

These values hold for an atom at the centre. For an atom off centre the image energy depends on where the partner is: 1 nm below the free surface of this ball it is $-21$ to $-25$ µeV for a partner 2 nm away, and slightly positive on the far side. Its mean over the body is always (17). That mean is small for one pair, but it accumulates over all partners. For hydrogen spread uniformly at $x$ atoms per metal atom, each occupying $\Omega=(0.33\ {\rm nm})^3/2$, summing (17) over all partners gives

$$E_{\rm H}=-\frac{xP^2}{\Omega}\left(\frac1K-\frac1M\right)=-0.168\,x\ {\rm eV}. \tag{23}$$

The volume has cancelled. Here $M$ is the isotropic average; putting the mean $\bar g$ of the cubic crystal in place of $1/M$ changes the coefficient to $-0.165$ eV. This is the image part alone; the direct energies of near neighbours are not included. At $x=0.1$ it is $-16.8$ meV per atom, comparable with $k_BT=25.9$ meV at 300 K; the total energy counts each pair once and takes half the sum. The largest full pair energy in the table is about 750 times smaller than $k_BT$.

With these tantalum values, cubic anisotropy alone moves the pair energy at 2 nm from zero to between about $-33$ and $+35$ µeV in the three directions listed. In the force-pair model the leading reach term grows as $r^{-5}$ against $r^{-3}$. Extrapolated along $\langle100\rangle$, the two become equal in size, with opposite signs, near 1 nm; with the direct sum over the point forces this happens already at about 1.2 nm. Both figures take the reach term from the isotropic medium. With the same force pairs placed in the cubic medium, the reach adds only about $+1.6$ µeV at 2 nm along $\langle100\rangle$, and the total changes sign near 0.9 nm. For real tetrahedral sites the two can be comparable already at 2 nm. A reliable pair energy at that distance or below therefore needs an atomistic calculation. It would also include the direct electronic interaction, which is left out here. Equation (23) assumes a coherent crystal with free surfaces. A thin tantalum barrier layer bonded to a stiff substrate is held in its plane and free at its top, so neither (17) nor (18) applies to it directly. Incoherent interfaces or cracks would also change the image field. The values used above are collected in the numerical output.

## Calculated quantities

```
H in Ta, rough typical inputs
C11: 260 GPa
C12: 160 GPa
C44: 80 GPa
lattice parameter: 0.33 nm
volume change per H: 0.0028 nm^3
separation r: 2 nm
ball radius: 10 nm
temperature: 300 K
anisotropy ratio 2C44/(C11-C12): 1.6
d = C11-C12-2C44: -60 GPa
bulk modulus K: 193.3 GPa
Voigt shear modulus mu: 68 GPa
M = K+4mu/3: 284 GPa
dipole strength P: 3.379 eV
dipole strength P: 5.413e-19 J
a = P/(4 pi M): 0.0001517 nm^3
radial strain at r: -3.792e-05
each tangential strain at r: 1.896e-05
energy scale P^2/(M r^3): 805 ueV
Force-pair sums along 100: E M r^3/P^2 (isotropic medium)
  r/h = 10: 0.0141
  r/h = 30: 0.00127
  r/h = 100: 0.000112
Restored interactions at r
cubic medium 100, full: -33.1 ueV
cubic medium 100, first order: -40.6 ueV
cubic medium 110, full: 17.9 ueV
cubic medium 110, first order: 10.2 ueV
cubic medium 111, full: 34.6 ueV
cubic medium 111, first order: 27.1 ueV
cubic angular mean / 100 value: 5e-06
assumed dipole split (Pxx-Pyy)/P: 0.05
one split dipole, along its axis: 6.41 ueV
one split dipole, across its axis: -3.2 ueV
force-pair half-length h: 0.184 nm
lattice reach, 100: 7.63 ueV
free ball image, formula: -0.721 ueV
free ball image, finite elements: -0.721 ueV
clamped ball image: 1.54 ueV
assumed A/mu: -10
overlap integral / (8 pi): 1
nonlinear host term: -0.00407 ueV
Many H atoms in a free crystal
image energy per H per unit H/Ta: -0.168 eV
image energy per H at H/Ta = 0.1: -0.0168 eV
thermal energy kT: 0.0259 eV
```
